# Crossover Diameter Between Coherent and Wall Reversal in a Perpendicular Disk: verification in Python

```python
"""
Result under test: in a perpendicular disk with local anisotropy, the coherent
barrier K_eff*pi*D^2*t/4 and the straight-wall energy 4*sqrt(A*K_eff)*D*t are
equal at D_c = (16/pi)*sqrt(A/K_eff), where both equal 64*A*t/pi.
Also tested: how the true barrier of the same model relates to these estimates.

A: exchange stiffness (J/m); K_u: uniaxial anisotropy (J/m^3)
M_s: saturation magnetisation (A/m); K_eff = K_u - mu0*M_s^2/2
D, t: disk diameter and thickness (m); lam = sqrt(A/K_eff)
w: width parameter of a trial wall with m_z = tanh((x-x0)/w)
Energy = t * integral over the disk of A|grad m|^2 + K_eff*(1-m_z^2)
"""
import numpy as np
from scipy.constants import mu_0, k as k_B
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import jnp_zeros

A, K_u, M_s, t, T = 1.0e-11, 1.0e6, 1.0e6, 1.0e-9, 300.0
K_eff = K_u - mu_0 * M_s**2 / 2
lam = np.sqrt(A / K_eff)
sigma = 4 * np.sqrt(A * K_eff)
D_c = 16 / np.pi * lam
E_c = 64 * A * t / np.pi


def coherent(D):
    return K_eff * np.pi * D**2 * t / 4


# Quadrature on the unit disk; the weights sum to one (disk average).
g, gw = np.polynomial.legendre.leggauss(24)
radius, radial_weight = (g + 1) / 2, gw / 2
angle = 2 * np.pi * np.arange(48) / 48
X = np.outer(radius, np.cos(angle)).ravel()
Y = np.outer(radius, np.sin(angle)).ravel()
W = np.repeat(2 * radius * radial_weight / 48, 48)

# Wall energy from a discrete chain, without assuming a wall profile.
# Lengths in nm and energies per area in mJ/m^2.


def chain_wall_energy(stiffness, anisotropy):
    a, k, h, n = stiffness * 1e12, anisotropy * 1e-6, 0.5, 241

    def energy_and_gradient(inner):
        th = np.concatenate(([0.0], inner, [np.pi]))
        d = np.diff(th)
        energy = a * np.sum(d**2) / h + k * h * np.sum(np.sin(th)**2)
        grad = 2 * a * (d[:-1] - d[1:]) / h + k * h * np.sin(2 * inner)
        return energy, grad

    start = np.linspace(0, np.pi, n)[1:-1]
    res = minimize(energy_and_gradient, start, jac=True, method="L-BFGS-B",
                   options=dict(maxiter=5000, maxfun=10000,
                                ftol=1e-14, gtol=1e-8))
    return res.fun * 1e-3


sigma_chain = chain_wall_energy(A, K_eff)
# Tolerance covers the second-order error of the 0.5 nm chain spacing.
assert abs(sigma_chain / sigma - 1) < 2e-3
other = chain_wall_energy(2 * A, 1.5 * K_eff)
assert abs(other / (4 * np.sqrt(3 * A * K_eff)) - 1) < 2e-3

# Coherent barrier by scanning the angle with the stray-field term explicit.
theta = np.linspace(0, np.pi, 2001)
density = K_u * np.sin(theta)**2 + mu_0 * M_s**2 / 2 * np.cos(theta)**2
density_barrier = density.max() - density[0]


def coherent_scanned(D):
    x, wx = np.polynomial.legendre.leggauss(200)
    area = np.sum(wx * 2 * np.sqrt(1 - x**2)) * (D / 2)**2
    return density_barrier * area * t


D_root = brentq(lambda D: coherent_scanned(D) - sigma_chain * D * t,
                1e-9, 1e-6, xtol=1e-15)
assert abs(D_root / D_c - 1) < 2e-3
assert abs(coherent_scanned(D_root) / E_c - 1) < 4e-3

# Finite-width wall swept through the disk.
q, qw = np.polynomial.legendre.leggauss(300)
sweep_angle, sweep_weight = q * np.pi / 2, qw * np.pi / 2


def swept(D, w, x0=0.0):
    R = D / 2
    x = R * np.sin(sweep_angle)
    strip = 2 * R**2 * np.cos(sweep_angle)**2 * sweep_weight
    return t * (A / w**2 + K_eff) * np.sum(strip / np.cosh((x - x0) / w)**2)


def best_swept(D):
    res = minimize_scalar(lambda u: swept(D, lam * np.exp(u)) / coherent(D),
                          bounds=(np.log(0.5), np.log(30)), method="bounded",
                          options=dict(xatol=1e-8))
    return res.fun * coherent(D), lam * np.exp(res.x)


E_best, w_best = best_swept(D_c)
E_cut = swept(D_c, lam)


def trial_m(x, w):
    return np.array([1 / np.cosh(x / w), 0 * x, np.tanh(x / w)])


# Two-dimensional energy integral with numerical gradients of the vector m.
R_c, step = D_c / 2, 1e-4 * lam
for width in (lam, w_best):
    xs = R_c * X
    dm = (trial_m(xs + step, width) - trial_m(xs - step, width)) / (2 * step)
    dens = A * np.sum(dm**2, axis=0) + K_eff * (1 - trial_m(xs, width)[2]**2)
    direct = np.sum(W * dens) * np.pi * R_c**2 * t
    assert abs(direct / swept(D_c, width) - 1) < 1e-6
    positions = np.linspace(-3 * D_c, 3 * D_c, 121)
    path = np.array([swept(D_c, width, p) for p in positions])
    assert np.argmax(path) == 60
    assert max(path[0], path[-1]) < 1e-3 * path[60]

# Leading finite-width correction of a wall in a large disk.
deficit = 1 - swept(30 * lam, lam) / (sigma * 30 * lam * t)
assert abs(deficit / (np.pi**2 / 6 / 30**2) - 1) < 0.01

# The swept family starts to beat coherent rotation at D = 4*lam.
widths = lam * np.geomspace(0.3, 30, 400)
low = min(swept(3.9 * lam, w) for w in widths) / coherent(3.9 * lam)
high = min(swept(4.1 * lam, w) for w in widths) / coherent(4.1 * lam)
assert low > 1 and high < 1 - 1e-4

# Lowest non-uniform free-edge mode of the unit disk from a polynomial basis.
powers = [(i, j) for i in range(8) for j in range(8 - i)]
B = np.array([X**i * Y**j for i, j in powers])
BX = np.array([i * X**max(i - 1, 0) * Y**j for i, j in powers])
BY = np.array([j * X**i * Y**max(j - 1, 0) for i, j in powers])
mass = (B * W) @ B.T
stiff = (BX * W) @ BX.T + (BY * W) @ BY.T
eigenvalues, modes = eigh(stiff, mass)
kappa = jnp_zeros(1, 1)[0]
kappa_ritz = np.sqrt(eigenvalues[1])
assert abs(eigenvalues[0]) < 1e-6
assert abs(kappa_ritz - kappa) < 1e-4
D_coh = 2 * kappa * lam


def field_ratio(D, c_tilt, c_azimuth):
    """Energy over coherent barrier, after shifting the tilt to <m_z> = 0."""
    tilt = c_tilt @ B
    tilt = tilt - np.arctan2(np.sum(W * np.sin(tilt)),
                             np.sum(W * np.cos(tilt)))
    assert abs(np.sum(W * np.sin(tilt))) < 1e-12
    grad2 = (c_tilt @ BX)**2 + (c_tilt @ BY)**2
    grad2 += np.cos(tilt)**2 * ((c_azimuth @ BX)**2 + (c_azimuth @ BY)**2)
    return np.sum(W * ((2 * lam / D)**2 * grad2 + np.cos(tilt)**2))


# A small tilt in the lowest mode raises or lowers the in-plane state energy.
none = np.zeros(len(powers))
small_mode = 0.1 * modes[:, 1]
ratio_below = field_ratio(0.98 * D_coh, small_mode, none)
ratio_above = field_ratio(1.02 * D_coh, small_mode, none)
assert ratio_below > 1 and ratio_above < 1

# Random fields with zero mean m_z challenge both lower bounds.
rng = np.random.default_rng(7)
cubic = np.array([i + j <= 3 for i, j in powers])
lower_fraction = (D_coh / D_c)**2
least_small, least_c = np.inf, np.inf
for _ in range(500):
    size = rng.uniform(0.02, 1.5)
    c1 = size * rng.normal(size=len(powers)) * cubic
    c1 = c1 + rng.uniform(0, 1.5) * modes[:, 1]
    c2 = 0.2 * size * rng.normal(size=len(powers)) * cubic
    least_small = min(least_small, field_ratio(0.98 * D_coh, c1, c2))
    least_c = min(least_c, field_ratio(D_c, c1, c2))
assert least_small > 1 - 1e-8
assert lower_fraction - 1e-8 < least_c < 1
assert lower_fraction * E_c < E_best < E_cut < E_c

kT = k_B * T
print(f"exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"uniaxial anisotropy K_u = {K_u/1e6:.3f} MJ/m^3")
print(f"saturation magnetisation M_s = {M_s/1e6:.3f} MA/m")
print(f"thickness t = {t*1e9:.2f} nm")
print(f"temperature T = {T:.0f} K")
print(f"stray-field term mu0 M_s^2/2 = {mu_0*M_s**2/2e6:.4f} MJ/m^3")
print(f"K_eff = {K_eff/1e6:.4f} MJ/m^3")
print(f"lam = sqrt(A/K_eff) = {lam*1e9:.3f} nm")
print(f"wall energy, formula = {sigma*1e3:.4f} mJ/m^2")
print(f"wall energy, discrete chain = {sigma_chain*1e3:.4f} mJ/m^2")
print(f"D_c/lam = 16/pi = {D_c/lam:.4f}")
print(f"crossover D_c, formula = {D_c*1e9:.3f} nm")
print(f"crossover D_c, root finding = {D_root*1e9:.3f} nm")
print(f"common energy 64 A t/pi = {E_c:.4e} J")
print(f"common energy / k_B T = {E_c/kT:.2f}")
print(f"first zero of J1', Bessel = {kappa:.5f}")
print(f"first zero of J1', Ritz = {kappa_ritz:.5f}")
print(f"coherent limit / lam = {D_coh/lam:.4f}")
print(f"coherent limit diameter = {D_coh*1e9:.3f} nm")
print(f"in-plane state + mode, 2% below limit: E/E_coh = {ratio_below:.6f}")
print(f"in-plane state + mode, 2% above limit: E/E_coh = {ratio_above:.6f}")
print(f"at D_c: swept wall, w = lam, E/E_coh = {E_cut/E_c:.4f}")
print(f"at D_c: best swept wall, E/E_coh = {E_best/E_c:.4f}")
print(f"at D_c: best width w/lam = {w_best/lam:.4f}")
print(f"at D_c: lower bound, E/E_coh = {lower_fraction:.4f}")
print(f"at D_c: best upper bound / k_B T = {E_best/kT:.2f}")
print(f"at D_c: lower bound / k_B T = {lower_fraction*E_c/kT:.2f}")
print("Energies / k_B T: coherent, straight wall, best upper bound")
for D in (15e-9, 20e-9, 25e-9, 30e-9, 40e-9, 60e-9):
    bound = min(coherent(D), best_swept(D)[0])
    print(f"D = {D*1e9:.0f} nm: {coherent(D)/kT:.2f}, "
          f"{sigma*D*t/kT:.2f}, {bound/kT:.2f}")
print("no test failed")
```

Output:

```
exchange stiffness A = 10.0 pJ/m
uniaxial anisotropy K_u = 1.000 MJ/m^3
saturation magnetisation M_s = 1.000 MA/m
thickness t = 1.00 nm
temperature T = 300 K
stray-field term mu0 M_s^2/2 = 0.6283 MJ/m^3
K_eff = 0.3717 MJ/m^3
lam = sqrt(A/K_eff) = 5.187 nm
wall energy, formula = 7.7116 mJ/m^2
wall energy, discrete chain = 7.7106 mJ/m^2
D_c/lam = 16/pi = 5.0930
crossover D_c, formula = 26.417 nm
crossover D_c, root finding = 26.414 nm
common energy 64 A t/pi = 2.0372e-19 J
common energy / k_B T = 49.18
first zero of J1', Bessel = 1.84118
first zero of J1', Ritz = 1.84118
coherent limit / lam = 3.6824
coherent limit diameter = 19.100 nm
in-plane state + mode, 2% below limit: E/E_coh = 1.000471
in-plane state + mode, 2% above limit: E/E_coh = 0.999670
at D_c: swept wall, w = lam, E/E_coh = 0.9261
at D_c: best swept wall, E/E_coh = 0.9023
at D_c: best width w/lam = 1.3950
at D_c: lower bound, E/E_coh = 0.5228
at D_c: best upper bound / k_B T = 44.38
at D_c: lower bound / k_B T = 25.71
Energies / k_B T: coherent, straight wall, best upper bound
D = 15 nm: 15.86, 27.93, 15.86
D = 20 nm: 28.19, 37.24, 28.19
D = 25 nm: 44.05, 46.55, 41.17
D = 30 nm: 63.43, 55.86, 52.06
D = 40 nm: 112.77, 74.47, 72.06
D = 60 nm: 253.72, 111.71, 110.25
no test failed
```
